# Breit's bound-electron g factor and its order-α² many-electron counterpart: a program that tests the result

```python
"""
Result under test (atomic units, c = 1/alpha, Dirac electrons, fixed point nucleus):
  1s electron:   g = 2(1 + 2 gamma)/3,  gamma = sqrt(1 - (Z alpha)^2)
  L = 0 atom:    g = 2 + 2 alpha^2 * bracket,
  bracket = (1/M) < sum_i s_iz [ -p_i^2/2 + Z/(6 r_i)
                    + sum_{j != i} r_ij.(2 r_j - r_i)/(6 r_ij^3) ] >
  all spins parallel:  bracket = -< sum_i Z/r_i > / (3 N)
Symbols: s_i electron spin, M total spin projection, r_ij = r_i - r_j, N number
of electrons. P and Q are the large and small radial functions; the program
stores Q/alpha, which stays finite in the nonrelativistic limit alpha = 0.
"""
from itertools import permutations
import numpy as np
from scipy.constants import fine_structure as ALPHA
from scipy.interpolate import CubicSpline
from scipy.linalg import lu_factor, lu_solve
from scipy.special import gammainc
from pyscf import gto, scf


def breit_g(Z, alpha=ALPHA):
    return 2 * (1 + 2 * np.sqrt(1 - (Z * alpha) ** 2)) / 3


def chebyshev_grid(rmax, n=90):
    """Points, integration weights and differentiation matrix on [0, rmax]."""
    k = np.arange(n + 1)
    x = np.cos(np.pi * k / n)
    c = np.where((k == 0) | (k == n), 2.0, 1.0) * (-1.0) ** k
    D = np.outer(c, 1 / c) / (x[:, None] - x[None, :] + np.eye(n + 1))
    D -= np.diag(D.sum(axis=1))
    moments = np.zeros(n + 1)
    moments[::2] = 2 / (1 - k[::2].astype(float) ** 2)
    w = np.linalg.solve(np.polynomial.chebyshev.chebvander(x, n).T, moments)
    return rmax * (1 + x) / 2, w * rmax / 2, D * 2 / rmax


def dirac_s_state(alpha, Z, r_times_V, rmax, shift):
    """Radial Dirac s state with energy nearest to shift, by collocation."""
    r, w, D = chebyshev_grid(rmax)
    n = len(r)
    gamma = np.sqrt(1 - (Z * alpha) ** 2)
    rV = r_times_V(r)
    rD, one, zero = r[:, None] * D, np.eye(n), np.zeros((n, n))
    A = np.block([[rD + (gamma - 1) * one, -np.diag(2 * r - alpha**2 * rV)],
                  [-np.diag(rV), rD + (gamma + 1) * one]])
    B = np.block([[zero, np.diag(alpha**2 * r)], [-np.diag(r), zero]])
    # at r = 0 the two equations coincide: one row is free for P(rmax) = 0
    A[n - 1, :] = 0
    A[n - 1, 0] = 1
    factors = lu_factor(A - shift * B)
    v = np.concatenate([np.exp(-r), -np.exp(-r)])
    v /= np.linalg.norm(v)
    for _ in range(60):
        new = lu_solve(factors, B @ v)
        mu = v @ new
        residual = np.linalg.norm(new - mu * v) / np.linalg.norm(new)
        v = new / np.linalg.norm(new)
    assert residual < 1e-7
    P, Q = r**gamma * v[:n], r**gamma * v[n:]
    norm = np.sqrt(w @ (P**2 + alpha**2 * Q**2))
    return r, w, shift + 1 / mu, P / norm, Q / norm


# ---- spin-angle factor of <c alpha.A> from explicit four-component spinors
sx = np.array([[0, 1], [1, 0]], complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1.0 + 0j, -1.0])
up = np.array([1, 0], complex)
nodes, weights = np.polynomial.legendre.leggauss(30)
phis = 2 * np.pi * np.arange(48) / 48
angular = 0.0
for ct, wt in zip(nodes, weights):
    st = np.sqrt(1 - ct**2)
    for ph in phis:
        x, y = st * np.cos(ph), st * np.sin(ph)
        lower = -1j * (x * sx + y * sy + ct * sz) @ up
        sigma_A = 0.5 * (-y * sx + x * sy)
        angular += wt / 96 * 2 * (up.conj() @ sigma_A @ lower).real
G_FACTOR = 4 * angular          # energy shift is g B / 4 for M = 1/2
assert abs(G_FACTOR + 8 / 3) < 1e-12

# ---- Breit's formula against a numerical Dirac solution at high Z
Z_heavy = 80
r, w, e_heavy, P, Q = dirac_s_state(ALPHA, Z_heavy, lambda r: -Z_heavy + 0 * r,
                                   20 / Z_heavy, -0.55 * Z_heavy**2)
g_heavy = G_FACTOR * (w @ (r * P * Q))
# tolerance: the quadrature meets a fractional power of r at the nucleus
assert abs(g_heavy - breit_g(Z_heavy)) < 1e-5

# ---- hydrogenic expectation values reproduce the expansion of Breit's formula
r, w, e_h, P, Q = dirac_s_state(0.0, 1, lambda r: -1 + 0 * r, 25.0, -0.55)
inv_r = w[:-1] @ (P[:-1] ** 2 / r[:-1])
hyd_bracket = -(e_h + inv_r) + inv_r / 6
assert abs((breit_g(1, 1e-3) - 2) / 2e-6 - hyd_bracket) < 1e-6

# ---- angular averages of the pair terms for fixed radii of electrons 1 and 2
c1, c2, ph = np.meshgrid(nodes, nodes, phis, indexing="ij")
wang = weights[:, None, None] * weights[None, :, None] / (4 * len(phis))
for R1, R2 in [(1.0, 2.0), (2.0, 1.0)]:
    s1, s2 = np.sqrt(1 - c1**2), np.sqrt(1 - c2**2)
    v1 = R1 * np.stack([s1, 0 * s1, c1], axis=-1)
    v2 = R2 * np.stack([s2 * np.cos(ph), s2 * np.sin(ph), c2], axis=-1)
    d = v1 - v2
    dist3 = np.sum(d**2, axis=-1) ** 1.5
    avg = []
    for v in (v1, v2):
        A = 0.5 * np.cross(np.array([0.0, 0.0, 1.0]), v)
        avg.append(np.sum(wang * np.cross(d, A)[..., 2] / dist3))
    pair_average = 0.5 * (2 * avg[1] - avg[0])
    expected = -1 / (6 * R1) if R1 > R2 else -1 / (3 * R2)
    assert abs(pair_average - expected) < 1e-8

# ---- induced field at an off-centre point inside a one-electron shell
R_shell, point = 2.0, np.array([0.3, 0.2, 0.5])
ct, ph = np.meshgrid(nodes, phis, indexing="ij")
st = np.sqrt(1 - ct**2)
shell = R_shell * np.stack([st * np.cos(ph), st * np.sin(ph), ct], axis=-1)
current = -0.5 * np.cross(np.array([0.0, 0.0, 1.0]), shell)
sep = point - shell
kernel = np.cross(current, sep) / np.sum(sep**2, axis=-1)[..., None] ** 1.5
wsh = weights[:, None, None] / (2 * len(phis))
B_induced = np.sum(wsh * kernel, axis=(0, 1))
assert np.allclose(B_induced, [0, 0, -1 / (3 * R_shell)], atol=1e-9)

# ---- one Dirac electron with a frozen 1s-type shell holding two electrons
Z_mod, zeta = 3, 2.7


def model_rV(r):
    return -Z_mod + 2 * (1 - np.exp(-2 * zeta * r) * (1 + zeta * r))


def outer_inverse_radius(r):
    return 2 * zeta * np.exp(-2 * zeta * r) * (1 + 2 * zeta * r)


def shielding(r):
    rs = np.maximum(r, 1e-9)
    dipole = 6 / zeta**2 * gammainc(5, 2 * zeta * rs) / rs**3
    return (outer_inverse_radius(r) + dipole) / 3


r, w, e_mod, P, Q = dirac_s_state(0.0, Z_mod, model_rV, 20.0, -1.3)
assert np.min(P * np.sign(P[np.argmax(abs(P))])) > -1e-8     # no node
rs = np.maximum(r, 1e-9)
T_mod = e_mod - w @ (P**2 * model_rV(r) / rs)
rdV = w @ (P**2 * (Z_mod - 2 * gammainc(3, 2 * zeta * r)) / rs)
shield_mod = -(w @ (P**2 * outer_inverse_radius(r))) / 3
assert abs(2 * T_mod - rdV) < 1e-6                           # virial relation
bracket_mod = -T_mod + rdV / 6 + shield_mod
scaled, unshielded = [], []
for a in (0.02, 0.01):
    r, w, e, P, Q = dirac_s_state(a, Z_mod, model_rV, 20.0, -1.3)
    g_full = G_FACTOR * (w @ (r * (1 - a**2 * shielding(r)) * P * Q))
    g_bare = G_FACTOR * (w @ (r * P * Q))
    scaled.append((g_full - 2) / (2 * a**2))
    unshielded.append((g_bare - 2) / (2 * a**2))
limit_full = (4 * scaled[1] - scaled[0]) / 3
limit_bare = (4 * unshielded[1] - unshielded[0]) / 3
# tolerance: extrapolation leaves the fourth power of alpha, plus rounding
assert abs(limit_full - bracket_mod) < 5e-5
assert abs(limit_bare + 2 * T_mod / 3) < 5e-5

# ---- Hartree-Fock atoms with s orbitals only
t = np.linspace(np.log(1e-6), np.log(60.0), 2500)
rad = np.exp(t)


def running_integral(f):
    return CubicSpline(t, f * rad).antiderivative()(t)


def pair_terms(rho1, rho2):
    """Own-orbit screening and induced-current terms; spin on electron 1."""
    inside = running_integral(rho2)
    acc = running_integral(rho2 / rad)
    outside = acc[-1] - acc
    own = -running_integral(rho1 * inside / rad)[-1] / 6
    other = -running_integral(rho1 * outside)[-1] / 3
    return np.array([own, other])


def hartree_fock(symbol, spin):
    basis = {symbol: [[0, [0.015 * 2.4**k, 1.0]] for k in range(18)]}
    mol = gto.M(atom=f"{symbol} 0 0 0", basis=basis, spin=spin, verbose=0)
    mf = scf.ROHF(mol)
    mf.chkfile = None
    mf.init_guess = "1e"
    mf.conv_tol = 1e-12
    mf.max_cycle = 200
    energy = mf.kernel()
    assert mf.converged
    C = mf.mo_coeff[:, mf.mo_occ > 0]
    points = np.stack([0 * rad, 0 * rad, rad], axis=1)
    radial = (mol.eval_gto("GTOval", points) @ C).T * rad * np.sqrt(4 * np.pi)
    kin = np.diag(C.T @ mol.intor("int1e_kin") @ C)
    nuc = -np.diag(C.T @ mol.intor("int1e_nuc") @ C)
    return energy, radial, kin, nuc


def bracket_by_permutations(radial, kin, nuc, spin_orbitals):
    """Four parts of the bracket from the explicitly antisymmetrized product."""
    N = len(spin_orbitals)
    M = sum(m for _, m in spin_orbitals)
    total = np.zeros(4)
    for k, m in spin_orbitals:
        total[:2] += m * np.array([-kin[k], nuc[k] / 6])
    for perm in permutations(range(N)):
        sign = round(np.linalg.det(np.eye(N)[list(perm)]))
        ket = [spin_orbitals[p] for p in perm]
        if any(ket[i][1] != spin_orbitals[i][1] for i in range(N)):
            continue
        for i in range(N):
            for j in range(N):
                rest = [q for q in range(N) if q not in (i, j)]
                if i == j or any(ket[q] != spin_orbitals[q] for q in rest):
                    continue
                rho_i = radial[spin_orbitals[i][0]] * radial[ket[i][0]]
                rho_j = radial[spin_orbitals[j][0]] * radial[ket[j][0]]
                total[2:] += sign * spin_orbitals[i][1] * pair_terms(rho_i, rho_j)
    return total / M


E_li, R_li, T_li, U_li = hartree_fock("Li", 1)
core, valence = R_li
assert abs(running_integral(valence**2)[-1] - 1) < 1e-7
direct = 2 * pair_terms(valence**2, core**2)
exchange = -2 * pair_terms(core * valence, core * valence)
li_parts = np.concatenate([[-T_li[1], U_li[1] / 6], direct + exchange])
li_brute = bracket_by_permutations(R_li, T_li, U_li,
                                   [(0, 0.5), (0, -0.5), (1, 0.5)])
assert np.allclose(li_parts, li_brute, atol=1e-9)

E_he, R_he, T_he, U_he = hartree_fock("He", 2)
he_parts = bracket_by_permutations(R_he, T_he, U_he, [(0, 0.5), (1, 0.5)])
he_law = -U_he.sum() / (3 * 2)
# tolerance: the virial relation holds only to the accuracy of the finite basis
assert abs(T_he.sum() + E_he) < 1e-4
assert abs(he_parts.sum() - he_law) < 1e-4

to_g = 2 * ALPHA**2 * 1e6
print(f"fine-structure constant alpha            = {ALPHA:.10f}")
print(f"spin-angle factor in g                   = {G_FACTOR:.8f}")
print("Breit g of 1s and expansion 2 - (2/3)(Z alpha)^2 (dimensionless):")
for Z in (1, 10, 40, 80):
    print(f"  Z = {Z:2d}: Breit {breit_g(Z):.9f}, expansion "
          f"{2 - 2 * (Z * ALPHA) ** 2 / 3:.9f}")
print(f"numerical Dirac g, Z = {Z_heavy}                = {g_heavy:.7f}")
print(f"Frozen-shell model: Z = {Z_mod}, shell exponent = {zeta} 1/bohr")
print(f"  orbital energy                         = {e_mod:.6f} hartree")
print(f"  kinetic energy T                       = {T_mod:.6f} hartree")
print(f"  shielding term                         = {shield_mod:.6f} hartree")
print(f"  bracket from the operators             = {bracket_mod:.6f} hartree")
for a, value in zip((0.02, 0.01), scaled):
    print(f"  Dirac (g-2)/(2 alpha^2), alpha = {a:.2f}  = {value:.6f} hartree")
print(f"  Dirac value extrapolated to alpha = 0  = {limit_full:.6f} hartree")
print(f"  same without induced current           = {limit_bare:.6f} hartree")
print("Lithium 1s2 2s, restricted open-shell Hartree-Fock:")
print(f"  total energy                           = {E_li:.6f} hartree")
print(f"  2s kinetic energy                      = {T_li[1]:.6f} hartree")
print(f"  2s value of Z/r                        = {U_li[1]:.6f} hartree")
print(f"  own-orbit pair term, direct            = {direct[0]:.6f} hartree")
print(f"  own-orbit pair term, exchange          = {exchange[0]:.6f} hartree")
print(f"  induced-current term, direct           = {direct[1]:.6f} hartree")
print(f"  induced-current term, exchange         = {exchange[1]:.6f} hartree")
print(f"  bracket                                = {li_parts.sum():.6f} hartree")
names = ("kinetic", "nuclear diamagnetic", "own-orbit pair", "induced current")
for name, value in zip(names, li_parts):
    print(f"  g shift, {name:20s}          = {value * to_g:.4f} e-6")
print(f"  total g - 2                            = {li_parts.sum()*to_g:.4f} e-6")
print(f"  g                                      = {2+li_parts.sum()*to_g*1e-6:.9f}")
print("Helium 1s2s triplet S, restricted open-shell Hartree-Fock:")
print(f"  total energy                           = {E_he:.6f} hartree")
print(f"  total kinetic energy                   = {T_he.sum():.6f} hartree")
print(f"  sum of Z/r                             = {U_he.sum():.6f} hartree")
print(f"  bracket, permutation sum               = {he_parts.sum():.6f} hartree")
print(f"  bracket, parallel-spin law             = {he_law:.6f} hartree")
print(f"  total g - 2                            = {he_law * to_g:.4f} e-6")
print(f"  g                                      = {2 + he_law*to_g*1e-6:.9f}")
print("no test failed")
```

Running it gives:

```
fine-structure constant alpha            = 0.0072973526
spin-angle factor in g                   = -2.66666667
Breit g of 1s and expansion 2 - (2/3)(Z alpha)^2 (dimensionless):
  Z =  1: Breit 1.999964499, expansion 1.999964499
  Z = 10: Breit 1.996445171, expansion 1.996449910
  Z = 40: Breit 1.941934191, expansion 1.943198555
  Z = 80: Breit 1.749207983, expansion 1.772794221
numerical Dirac g, Z = 80                = 1.7492080
Frozen-shell model: Z = 3, shell exponent = 2.7 1/bohr
  orbital energy                         = -1.193028 hartree
  kinetic energy T                       = 2.461995 hartree
  shielding term                         = -0.422989 hartree
  bracket from the operators             = -2.064319 hartree
  Dirac (g-2)/(2 alpha^2), alpha = 0.02  = -2.067761 hartree
  Dirac (g-2)/(2 alpha^2), alpha = 0.01  = -2.065176 hartree
  Dirac value extrapolated to alpha = 0  = -2.064315 hartree
  same without induced current           = -1.641326 hartree
Lithium 1s2 2s, restricted open-shell Hartree-Fock:
  total energy                           = -7.432722 hartree
  2s kinetic energy                      = 0.208814 hartree
  2s value of Z/r                        = 1.036164 hartree
  own-orbit pair term, direct            = -0.102106 hartree
  own-orbit pair term, exchange          = 0.002382 hartree
  induced-current term, direct           = -0.010896 hartree
  induced-current term, exchange         = 0.004765 hartree
  bracket                                = -0.141974 hartree
  g shift, kinetic                       = -22.2392 e-6
  g shift, nuclear diamagnetic           = 18.3924 e-6
  g shift, own-orbit pair                = -10.6208 e-6
  g shift, induced current               = -0.6529 e-6
  total g - 2                            = -15.1206 e-6
  g                                      = 1.999984879
Helium 1s2s triplet S, restricted open-shell Hartree-Fock:
  total energy                           = -2.174248 hartree
  total kinetic energy                   = 2.174253 hartree
  sum of Z/r                             = 4.617480 hartree
  bracket, permutation sum               = -0.769581 hartree
  bracket, parallel-spin law             = -0.769580 hartree
  total g - 2                            = -81.9624 e-6
  g                                      = 1.999918038
no test failed
```
